# Splitting Samples Between Two Test Fields in Dielectric Lifetime Extrapolation: verification in Python

```python
"""
Result under test: log life has mean a + b*x and equal variance sigma^2 at two
test coordinates x1, x2. For a fixed total N of uncensored samples, the variance
of the line extrapolated to x0 is least when n_i is proportional to 1/|x_i-x0|.
Its least value is sigma^2/N * ((d1+d2)/(x2-x1))^2, with d_i = |x_i-x0|.
Symbols: E field (MV/cm), beta Weibull shape, s = 1/beta log-life scale,
t63 characteristic life, p = n1/N share of samples at the first test field.
Example values are round numbers in the rough typical range of porous SiCOH.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def prediction_variance(share, x1, x2, x0, var1=1.0, var2=1.0):
    """N times the variance of the fitted line at x0, from the information matrix."""
    info = np.zeros((2, 2))
    for weight, x in ((share / var1, x1), ((1 - share) / var2, x2)):
        row = np.array([1.0, x])
        info += weight * np.outer(row, row)
    target = np.array([1.0, x0])
    return target @ np.linalg.solve(info, target)


def best_share(function):
    found = minimize_scalar(function, bounds=(1e-3, 1 - 1e-3), method="bounded",
                            options={"xatol": 1e-10})
    return found.x, found.fun


def rule_share(x1, x2, x0):
    inverse1, inverse2 = 1 / abs(x1 - x0), 1 / abs(x2 - x0)
    return inverse1 / (inverse1 + inverse2)


def lever(x1, x2, x0):
    return (abs(x1 - x0) + abs(x2 - x0)) / abs(x2 - x1)


# Targets below, between and above the test coordinates
for x1, x2, x0 in ((3.5, 5, 0.5), (3.5, 5, 4), (3.5, 5, 6), (2, 6, 1), (1, 2, -3)):
    share, least = best_share(lambda p: prediction_variance(p, x1, x2, x0))
    optimum = rule_share(x1, x2, x0)
    assert abs(share - optimum) < 1e-5
    assert abs(least / lever(x1, x2, x0) ** 2 - 1) < 1e-9
    for p in (0.1, 0.37, 0.5, 0.85):
        penalty = 1 + (p - optimum) ** 2 / (p * (1 - p))
        direct = prediction_variance(p, x1, x2, x0)
        assert abs(direct / (lever(x1, x2, x0) ** 2 * penalty) - 1) < 1e-9
    for total in range(5, 61):
        inner = range(1, total)
        values = [prediction_variance(k / total, x1, x2, x0) for k in inner]
        winner = inner[int(np.argmin(values))]
        assert abs(winner - total * optimum) < 1 + 1e-9

# Worked example: inputs
spacing_nm, use_voltage = 20.0, 1.0
E_use = use_voltage / (spacing_nm * 1e-7) / 1e6
E1, E2, slope, beta, life2, N = 3.5, 5.0, 4.0, 1.5, 100.0, 50
s = 1 / beta
sigma = np.pi * s / np.sqrt(6)
hour, year = constants.hour, constants.Julian_year


def log_t63(field):
    return np.log(life2) - slope * (field - E2)


w1 = (E2 - E_use) / (E2 - E1)
w2 = (E_use - E1) / (E2 - E1)
p_opt = rule_share(E1, E2, E_use)
n1 = int(np.argmin([prediction_variance(k / N, E1, E2, E_use)
                    for k in range(1, N)])) + 1
n2 = N - n1


def example_variance(first):
    return sigma**2 * prediction_variance(first / N, E1, E2, E_use) / N


standard_error = np.sqrt(example_variance(n1))

# Simulated Weibull lifetimes, fitted by least squares to individual log lives
rng = np.random.default_rng(12345)
repeats = 40000
simulated = {}
true_mean = log_t63(E_use) - np.euler_gamma * s
for first in (n2, N // 2, n1):
    fields = np.r_[np.full(first, E1), np.full(N - first, E2)]
    lives = np.exp(log_t63(fields))[:, None] * rng.weibull(beta, (N, repeats))
    design = np.column_stack([np.ones(N), fields])
    fit = np.linalg.lstsq(design, np.log(lives), rcond=None)[0]
    predicted = fit[0] + fit[1] * E_use
    simulated[first] = predicted.var(ddof=1)
    # sampling error of a variance from 40000 repeats is about 0.7 percent
    assert abs(simulated[first] / example_variance(first) - 1) < 0.04
    assert abs(predicted.mean() - true_mean) < 6 * np.sqrt(
        example_variance(first) / repeats)
assert simulated[n1] < simulated[n2]

# Weibull information per sample for (location, scale), in units of 1/s^2
nodes, node_weights = np.polynomial.legendre.leggauss(500)


def sample_information(z_stop):
    """Scores integrated up to the stop point, plus the survivors' scores."""
    low, high = -40.0, min(z_stop, 4.5)
    z = 0.5 * (high - low) * nodes + 0.5 * (high + low)
    weight = 0.5 * (high - low) * node_weights * np.exp(z - np.exp(z))
    scores = np.array([np.exp(z) - 1, z * np.exp(z) - z - 1])
    last = np.array([np.exp(high), high * np.exp(high)])
    return (scores * weight) @ scores.T + np.exp(-np.exp(high)) * np.outer(last, last)


def quantile_variance(share, z_target, info1, info2):
    """N times the large-sample variance of a log-life quantile at E_use."""
    total = np.zeros((3, 3))
    for weight, field, info in ((share, E1, info1), (1 - share, E2, info2)):
        chain = np.array([[1.0, field, 0.0], [0.0, 0.0, 1.0]])
        total += weight * chain.T @ info @ chain / s**2
    target = np.array([1.0, E_use, z_target])
    return target @ np.linalg.solve(total, target)


full = sample_information(np.inf)
z_ppm = np.log(-np.log1p(-1e-4))
for z_target in (0.0, z_ppm):
    share, _ = best_share(lambda p: quantile_variance(p, z_target, full, full))
    assert abs(share - p_opt) < 1e-5
    for p in (0.3, 0.6, 0.8):
        formula = s**2 * (w1**2 / p + w2**2 / (1 - p)
                          + 6 * (z_target - 1 + np.euler_gamma) ** 2 / np.pi**2)
        assert abs(quantile_variance(p, z_target, full, full) / formula - 1) < 1e-7
se_ppm = np.sqrt(quantile_variance(n1 / N, z_ppm, full, full) / N)
se_t63 = np.sqrt(quantile_variance(n1 / N, 0.0, full, full) / N)

# Tests stopped after a fixed time
stop_hours = 8.0
z_stop1, z_stop2 = [beta * (np.log(stop_hours * hour) - log_t63(E)) for E in (E1, E2)]
cut1, cut2 = sample_information(z_stop1), sample_information(z_stop2)
failed1 = 1 - np.exp(-np.exp(z_stop1))
assert abs(cut1[0, 0] - failed1) < 1e-8
censored = {}
for name, z_target in (("t63", 0.0), ("100 ppm", z_ppm)):
    share, least = best_share(lambda p: quantile_variance(p, z_target, cut1, cut2))
    kept = quantile_variance(p_opt, z_target, cut1, cut2)
    censored[name] = (share, kept / least, np.sqrt(kept / N))

# Die-to-die spacing variation, with the voltage held fixed
spacing_sd = 0.02
points, point_weights = np.polynomial.hermite_e.hermegauss(30)
point_weights = point_weights / point_weights.sum()
sds = []
for E in (E1, E2):
    shifts = -slope * E / (1 + spacing_sd * points)
    extra = point_weights @ (shifts - point_weights @ shifts) ** 2
    assert abs(extra / (slope * E * spacing_sd) ** 2 - 1) < 0.01
    sds.append(np.sqrt(sigma**2 + extra))
share_spacing, least_spacing = best_share(
    lambda p: prediction_variance(p, E1, E2, E_use, sds[0] ** 2, sds[1] ** 2))
unequal1, unequal2 = sds[0] / (E1 - E_use), sds[1] / (E2 - E_use)
assert abs(share_spacing - unequal1 / (unequal1 + unequal2)) < 1e-5
kept_spacing = prediction_variance(p_opt, E1, E2, E_use, sds[0] ** 2, sds[1] ** 2)

# Other field laws drawn through the same two test lives
laws = {"E": lambda E: E, "sqrt(E)": np.sqrt, "ln(E)": np.log, "1/E": lambda E: 1 / E}
law_results = {}
for name, coordinate in laws.items():
    x1, x2, x0 = coordinate(E1), coordinate(E2), coordinate(E_use)
    line = np.polyfit([x1, x2], [log_t63(E1), log_t63(E2)], 1)
    shift = np.polyval(line, x0) - log_t63(E_use)
    share, _ = best_share(lambda p: prediction_variance(p, x1, x2, x0))
    assert abs(share - rule_share(x1, x2, x0)) < 1e-4
    law_results[name] = (share, lever(x1, x2, x0), shift)
assert abs(law_results["E"][2]) < 1e-8
assert all(abs(law_results[k][2]) > 5 * standard_error for k in laws if k != "E")

# Temperature effects from an Arrhenius factor
activation, T_test, T_use, mismatch = 0.7, 398.15, 378.15, 2.0
k_eV = constants.k / constants.e
use_shift = activation / k_eV * (1 / T_use - 1 / T_test)
test_shift = activation / k_eV * (1 / T_test - 1 / (T_test + mismatch))
E_one_second = E2 + np.log(life2) / slope
assert abs(log_t63(E_one_second)) < 1e-12


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("line spacing", spacing_nm, "nm")
show("operating voltage", use_voltage, "V")
show("operating field", E_use, "MV/cm")
print(f"test fields: {E1}, {E2} MV/cm")
show("E-model slope", slope, "cm/MV")
show("Weibull shape", beta)
show("log-life standard deviation", sigma)
show("t63 at upper test field", life2, "s")
show("t63 at lower test field", np.exp(log_t63(E1)) / hour, "h")
show("t63 at operating field", np.exp(log_t63(E_use)) / year, "years")
show("geometric-mean life at operating field", np.exp(true_mean) / year, "years")
print(f"distances to operating field: {E1-E_use:.2f}, {E2-E_use:.2f} MV/cm")
print(f"weights w1, w2: {w1:.4f}, {w2:.4f}")
show("optimal share at lower field", p_opt)
print(f"best split of {N} samples: {n1} lower, {n2} upper")
for first in (n1, N // 2, n2):
    print(f"split {first}/{N-first}: variance {example_variance(first):.4f}, "
          f"simulated {simulated[first]:.4f}, "
          f"ratio to best {example_variance(first)/example_variance(n1):.4f}")
show("standard error of mean log life, best split", standard_error)
show("one-sigma life factor", np.exp(standard_error))
show("max-likelihood standard error of ln t63", se_t63)
show("max-likelihood standard error of ln t(100 ppm)", se_ppm)
show("t(100 ppm) at operating field", np.exp(log_t63(E_use) + z_ppm * s) / year,
     "years")
for name, (share, arm, shift) in law_results.items():
    print(f"law {name}: lower share {share:.4f}, lever S {arm:.3f}, "
          f"log10 life shift {abs(shift)/np.log(10) if name == 'E' else shift/np.log(10):.2f}")
show("relative spacing standard deviation", 100 * spacing_sd, "%")
print(f"log-life deviations with spacing spread: {sds[0]:.4f}, {sds[1]:.4f}")
show("optimal lower share with spacing spread", share_spacing)
show("variance ratio if 1/d rule kept", kept_spacing / least_spacing, digits=6)
show("test stop time", stop_hours, "h")
show("fraction failed at lower field by stop", failed1)
for name, (share, ratio, error) in censored.items():
    print(f"stopped test, {name}: best lower share {share:.4f}, "
          f"1/d-rule variance ratio {ratio:.4f}, its std error {error:.4f}")
show("activation energy", activation, "eV")
print(f"test and use temperatures: {T_test}, {T_use} K")
show("life factor from test to use temperature", np.exp(use_shift))
show("temperature mismatch of lower-field test", mismatch, "K")
show("log-life shift at lower test field", -test_shift)
show("resulting log-life shift at operating field", -w1 * test_shift)
show("field where E-model t63 is 1 s", E_one_second, "MV/cm")
print("verified")
```

It prints:

```
line spacing: 20 nm
operating voltage: 1 V
operating field: 0.5 MV/cm
test fields: 3.5, 5.0 MV/cm
E-model slope: 4 cm/MV
Weibull shape: 1.5
log-life standard deviation: 0.855
t63 at upper test field: 100 s
t63 at lower test field: 11.21 h
t63 at operating field: 208.1 years
geometric-mean life at operating field: 141.6 years
distances to operating field: 3.00, 4.50 MV/cm
weights w1, w2: 3.0000, -2.0000
optimal share at lower field: 0.6
best split of 50 samples: 30 lower, 20 upper
split 30/20: variance 0.3655, simulated 0.3651, ratio to best 1.0000
split 25/25: variance 0.3802, simulated 0.3783, ratio to best 1.0400
split 20/30: variance 0.4265, simulated 0.4275, ratio to best 1.1667
standard error of mean log life, best split: 0.6046
one-sigma life factor: 1.831
max-likelihood standard error of ln t63: 0.4724
max-likelihood standard error of ln t(100 ppm): 0.8507
t(100 ppm) at operating field: 0.4483 years
law E: lower share 0.6000, lever S 5.000, log10 life shift 0.00
law sqrt(E): lower share 0.5678, lever S 7.372, log10 life shift 3.09
law ln(E): lower share 0.5420, lever S 11.911, log10 life shift 9.00
law 1/E: lower share 0.5122, lever S 41.000, log10 life shift 46.90
relative spacing standard deviation: 2 %
log-life deviations with spacing spread: 0.8999, 0.9442
optimal lower share with spacing spread: 0.5884
variance ratio if 1/d rule kept: 1.00056
test stop time: 8 h
fraction failed at lower field by stop: 0.4529
stopped test, t63: best lower share 0.6598, 1/d-rule variance ratio 1.0124, its std error 0.6757
stopped test, 100 ppm: best lower share 0.5555, 1/d-rule variance ratio 1.0049, its std error 0.8700
activation energy: 0.7 eV
test and use temperatures: 398.15, 378.15 K
life factor from test to use temperature: 2.942
temperature mismatch of lower-field test: 2 K
log-life shift at lower test field: -0.102
resulting log-life shift at operating field: -0.3059
field where E-model t63 is 1 s: 6.151 MV/cm
verified
```
